Amorphous resistance drift with different annealing and reading temperatures

In a model of an amorphous memory cell, the resistance grows by a factor 1.995 when the annealing time is extended from 10 s to 10⁴ s. The factor is the same whether the cell is annealed and read at 300 K or annealed and read at 400 K. If the cell is annealed at 400 K but read at 300 K, the factor becomes 2.512, and if it is annealed at 300 K and read at 400 K, it becomes 1.679. Written as powers of the annealing time, these factors correspond to exponents 0.100, 0.100, 0.133 and 0.075. In this model, temperature has no effect on the drift exponent until two different temperatures are used.

The explanation is the law

ν(T_A,T_R) = α T_A/T_R,  R ∝ t^ν,

where T_A is the annealing temperature, T_R the reading temperature, t the annealing time and α a dimensionless constant. It is derived below in two ways, which need different assumptions.

**The model**

An amorphous film contains defects that can relax into more stable configurations. To relax, a defect must cross a barrier E. In the flat-barrier model these barriers are uniformly distributed between E_min and E_max. The barriers for relaxation are distinct from the activation energy E_a for electrical conduction, but relaxation changes E_a: each relaxed defect raises it by the same small amount c. If there are g defects per unit barrier energy, relaxing all defects in an interval dE raises E_a by cg dE. The product cg is the constant α.

Let q(E,t) be the fraction of defects with barrier E that have relaxed after annealing for a time t. Then

E_a(t) = E_a0 + α ∫ q(E,t) dE,

with the integral running from E_min to E_max, and E_a0 the activation energy of the unrelaxed film. Relaxation is taken to be irreversible.

The cell is read at low field, where conduction is ohmic and thermally activated:

R = R* exp(E_a/kT_R).

The prefactor R* may depend on the reading temperature but not on the degree of relaxation. It then cancels from any ratio of resistances read at one temperature.

The clock starts when the anneal starts. Each point of the drift curve belongs to a fresh, identically prepared cell, so that reads do not accumulate. For the moment, earlier storage and the read itself are assumed to cause no appreciable relaxation, and changes of temperature are instantaneous.

**First derivation: summing the kinetics**

Suppose that each defect relaxes independently, with the rate

f exp(−E/kT_A),

where the attempt frequency f is common to all defects. A constant rate gives an exponential survival probability, so

q = 1 − e^(−x),  x = f t exp(−E/kT_A).

At fixed E, x is proportional to t, so ∂x/∂ln t = x. The activation energy therefore changes as

dE_a/d ln t = α ∫ x e^(−x) dE.

Now use x as the integration variable at fixed t. Since ln x = ln(ft) − E/kT_A, we have

dE = −kT_A dx/x.

The factor 1/x cancels the x in the integrand. The minus sign reverses the limits, because the lowest barrier has the largest x. With x_min and x_max denoting the values of x at E_min and E_max,

dE_a/d ln t = α kT_A ∫ e^(−x) dx, from x_max to x_min,

= α kT_A [exp(−x_max) − exp(−x_min)].

When the lowest barriers have long been crossed, x_min ≫ 1; when the highest are still closed, x_max ≪ 1. The bracket is then 1, and

dE_a/d ln t = α kT_A.

The logarithm of the resistance is ln R* + E_a/kT_R. Dividing the last equation by kT_R gives

ν = d ln R/d ln t = α T_A/T_R.

The two temperatures have separate origins. T_A sets how many more barriers are crossed per factor of time. T_R sets how strongly a given rise of E_a shows in the resistance. When they are equal, the greater structural change of a hot anneal is offset by the weaker response of a hot read.

The integral can also be done without differentiating. With the same change of variable,

∫ q dE = kT_A ∫ (1 − e^(−x)) dx/x.

Integrate by parts, using dx/x = d ln x. Well inside the window the boundary term is ln x_min, because (1 − e^(−x)) ln x vanishes as x → 0. The remaining term is −∫ e^(−x) ln x dx, taken from 0 to ∞, which equals Euler's constant γ ≈ 0.577. Since kT_A ln x_min = kT_A ln(ft) − E_min,

E_a = E_a0 + α(E_f − E_min),  E_f = kT_A[ln(ft) + γ].

The energy E_f is the position of the relaxation front. Barriers well below it have been crossed and barriers well above it have not. The transition has a width of order kT_A, but the total is the same as for a sharp step at E_f.

**Reading the numbers**

The example uses round model parameters: f = 10¹³ s⁻¹, barriers from 0.3 to 1.8 eV, α = 0.1, E_a0 = 0.3 eV and R* = 10 Ω at both reading temperatures. A read lasts 1 µs and its relaxation is included in the resistances.

At 400 K, where kT = 0.034469 eV, the front moves from 1.1311 eV at 10 s to 1.3692 eV at 10⁴ s. One tenth of this advance appears in the activation energy:

ΔE_a = 0.40692 − 0.38311 = 0.02381 eV.

Read at 300 K, where kT = 0.025852 eV, this gives

R₂/R₁ = exp(0.02381/0.025852) = exp(0.921) = 2.512.

The resistance rises from 27.3 MΩ to 68.5 MΩ. If the same structural change is read at 400 K, the exponent in the Boltzmann factor is 0.02381/0.034469 = 0.691, and the ratio is 1.995.

At 300 K the front moves only from 0.8483 to 1.0269 eV, and ΔE_a is 0.01786 eV. Read at 300 K, this gives 0.01786/0.025852 = 0.691 and again a ratio of 1.995. Read at 400 K, it gives 0.01786/0.034469 = 0.518 and a ratio of 1.679.

The law was tested by summing over barriers numerically and taking finite differences, for nine pairs of temperatures. A separate Monte Carlo test drew two million random barriers and waiting times. For reading at 300 K it gave 0.09985 ± 0.00019 after annealing at 300 K and 0.13340 ± 0.00022 after annealing at 400 K, against predictions of 0.10000 and 0.13333.

The bracket found above also shows how the power law ends. At 400 K the front reaches the upper edge, in the sense x_max = 1, after 4.8 × 10⁹ s. The exponent has then fallen to e⁻¹ = 0.368 of its value inside the window, and it tends to zero as the supply of unrelaxed defects runs out. At the lower edge, x_min = 1 after 6.0 × 10⁻¹⁰ s, and the exponent has reached 1 − e⁻¹ = 0.632 of its full value. These factors leave out relaxation during the read; a read of 1 µs would move the lower bend to longer annealing times. In the model, the drift curve thus bends at both ends, with a straight section on a log-log plot between them. Crystallization is left out; in a phase-change memory cell it can end the drift before the upper bend is reached.

**Second derivation: shifting the relaxation profile**

The second derivation does not specify how a defect's survival probability decays. It requires only that the waiting times of all defects follow one law, whose time scale is proportional to exp(E/kT_A). The relaxed fraction then depends on barrier and time through a single combination:

q(E,t) = Q(z),  z = ln(ft) − E/kT_A.

Here 1/f is the common prefactor of the time scale. The function Q rises from 0 at large negative z to 1 at large positive z, and is otherwise unspecified.

Let the annealing time be multiplied by λ > 1. This adds ln λ to z. The same increase results from lowering E by

a = kT_A ln λ.

Therefore

q(E,λt) = q(E − a,t).

In words, a longer anneal moves the whole profile of relaxed fraction rigidly towards higher barriers by the energy a, without changing its shape.

The change in activation energy follows by comparing areas. Substituting E′ = E − a in the integral at the later time gives

∫ q(E,λt) dE = ∫ q(E′,t) dE′, from E_min − a to E_max − a.

Compared with the integral at time t, which runs from E_min to E_max, this one gains a strip of width a at the lower end and loses a strip of width a at the upper end:

E_a(λt) − E_a(t) = α[∫_low q(E,t) dE − ∫_high q(E,t) dE].

The low strip runs from E_min − a to E_min. No defects need exist there; q is simply the function Q evaluated at those energies. If barriers at E_min have already relaxed at time t, then q = 1 throughout the strip and its area is a. The high strip runs from E_max − a to E_max. If barriers at E_max are still unrelaxed at the later time λt, then q = 0 throughout this strip and its area vanishes. Hence

E_a(λt) − E_a(t) = α a = α kT_A ln λ.

Dividing by kT_R and exponentiating,

R(λt)/R(t) = exp[(αT_A/T_R) ln λ] = λ^(αT_A/T_R).

This is the power law with ν = αT_A/T_R, obtained for a finite ratio of times. It holds for every λ that keeps the whole front, which is several kT_A wide, inside the window. With q = 1 − e^(−x) and E_f only kT_A below E_max, x_max = e^(−1−γ) and the local exponent is already reduced by the factor exp(−x_max) = 0.81.

For small ln λ, each strip has the width kT_A ln λ and a nearly constant height, so that

dE_a/d ln t = α kT_A [q(E_min,t) − q(E_max,t)].

With q = 1 − e^(−x), the bracket becomes exp(−x_max) − exp(−x_min), in agreement with the first derivation. The edge correction is thus the difference between the relaxed fractions at the two ends of the window.

**What each derivation assumes**

Both derivations use irreversible relaxation, a uniform barrier density, a linear effect of relaxation on E_a and activated conduction with an unchanged prefactor. They differ in what they require of the kinetics.

*The waiting-time law.* The first derivation assumes a constant relaxation rate for each defect. The second permits any common waiting-time law with the stated scaling. Consider the stretched form

q = 1 − exp(−x^β),  β > 0.

The second derivation gives the same drift exponent for every β, provided that the whole front lies inside the window. This condition is stricter for small β, because the width of the front is of order kT_A/β. The position of the front does change. With u = x^β we have dx/x = du/(βu), and the earlier integral becomes

kT_A (1/β)[ln u_min + γ] = kT_A[ln x_min + γ/β],

where u_min = x_min^β. The constant γ is replaced by γ/β, which shifts the front by a fixed energy at a given temperature but leaves its speed unchanged. A measured power law therefore does not establish that individual defects relax exponentially.

*The barrier density.* Both derivations need a flat density, but the first shows directly what happens without it. Let the density be multiplied by

h(E) = 1 + s(E − E_mid),

where E_mid is the centre of the window. The rate of change becomes α kT_A ∫ h e^(−x) dx. Inside the window the weight e^(−x) has unit area, and the average of E = kT_A[ln(ft) − ln x] with this weight is E_f. Since h is linear in E, its average is h(E_f), so

ν = (αT_A/T_R)[1 + s(E_f − E_mid)].

The exponent now varies slowly with time, and it is no longer proportional to the annealing temperature. Take s = 0.8 eV⁻¹, E_mid = 1.05 eV and t = 1000 s. The front lies at 1.290 eV for the 400 K anneal and at 0.967 eV for the 300 K anneal, two thirds of the way between the values quoted for 10 s and 10⁴ s. For reading at 300 K the bracket is 1.192 after the hot anneal and 0.934 after the cold one. The exponents are 0.1589 and 0.0934, and their ratio is 1.70 instead of 400/300 = 1.333.

The statement that the exponent scales with T_A/T_R therefore depends on the reference. If the reference is a cell both annealed and read at T_R, two different anneals are compared, and the simple ratio relies on the flat density. If the reference is a cell both annealed and read at T_A, the structure is the same in both cases. The same dE_a/d ln t is divided by kT_R in one case and by kT_A in the other, so the ratio is T_A/T_R for any barrier density. In the sloped example the exponent for annealing and reading at 400 K is 0.1192, and 0.1589/0.1192 is indeed 1.333.

*The prefactors.* Both derivations also take one prefactor f for all barriers and an R* that does not change with relaxation. Amorphous semiconductors are often described instead by Meyer–Neldel prefactors, which depend exponentially on the activation energy. If f = f₀ exp(E/kT_MN), the rate is f₀ exp[−(E/kT_A)(1 − T_A/T_MN)], and kT_A is replaced by kT_A/(1 − T_A/T_MN). If R* ∝ exp(−E_a/kT_c), then 1/kT_R is replaced by (1 − T_R/T_c)/kT_R. Inside the window the exponent becomes

ν = α(T_A/T_R)(1 − T_R/T_c)/(1 − T_A/T_MN).

At T_A = T_R it is independent of temperature only if T_c = T_MN or both are very large. For illustration, T_MN = 760 K with a fixed R* gives 0.165 at 300 K and 0.211 at 400 K in place of 0.100. A finite T_c also changes the ratio to the cell annealed and read at T_A. The simple law applies to a real cell only where these corrections are small.

*Other thermal stages.* The second derivation describes a single anneal at constant temperature. Its scaling alone does not say how a partly relaxed population continues at another temperature. The constant rates of the first derivation do: the survival probabilities of successive stages multiply, in either order.

Let one further stage have a fixed duration t_s and temperature T_s. It may be storage before the anneal or the read after it. The survival probability becomes

exp[−x − f t_s exp(−E/kT_s)].

To express the second term through x, write exp(−E/kT_A) = x/(ft) and raise both sides to the power r = T_A/T_s. This gives exp(−E/kT_s) = (x/ft)^r, so the second term is y x^r, with

y = f t_s (ft)^(−r).

The further stage does not depend on t, so differentiating at fixed E again brings down the factor x alone. Inside the window the drift exponent is multiplied by

F = ∫ exp(−x − y x^r) dx, from 0 to ∞.

Because 1 − w ≤ e^(−w) ≤ 1 for w ≥ 0, and ∫ x^r e^(−x) dx = Γ(1 + r), this factor satisfies

1 − yΓ(1 + r) ≤ F ≤ 1.

The stage is harmless when yΓ(1 + r) ≪ 1. In the examples below Γ(1 + r) lies between 0.92 and 1.19, so the condition amounts to y ≪ 1. The crossover y = 1 occurs at the annealing time

t_eq = (f t_s)^(T_s/T_A)/f.

If T_s = T_A, then r = 1 and y = t_s/t, and the integral gives F = 1/(1 + y) = t/(t + t_s). This is simply the effect of leaving t_s out of the annealing time. At t = t_s the apparent exponent is halved, from 0.100 to 0.050 in the example.

Storage for 10⁵ s at 300 K before a 400 K anneal has t_eq = 3.16 s. At that time F = 0.519. By 10 s it has risen to 0.809, and by 10⁴ s the exponent has returned to 0.1333. The hot anneal soon passes the barriers that the long cold storage had crossed.

A hot read after a cold anneal is more dangerous. One second at 400 K would by itself carry the front to 1.052 eV, which is kT ln 10 = 0.079 eV below its 10 s position. That is beyond the 1.027 eV reached in 10⁴ s at 300 K. With such a read, the exponent after 10⁴ s is 0.024, and after 1000 s it is 0.004, where the law without disturbance gives 0.075. The read has itself relaxed most of the defects whose slow relaxation it was meant to record. A 1 µs read at 400 K leaves the exponent at 0.07498 even after an anneal of only 10 s. The value αT_A/T_R for T_R > T_A can thus be observed only if the read, including the heating that precedes it, is short enough to keep y small at the annealing times used.

The first derivation is therefore the one to use when the thermal history has several stages, at the price of a constant rate for every defect. The second shows that, for a single anneal, the exponent itself does not depend on that detail. The values quoted here are listed in the numerical output, apart from simple arithmetic on them.

Computed values

```
attempt frequency = 1.0e+13 1/s
barrier window = 0.30 to 1.80 eV
alpha = 0.100 (dimensionless)
initial activation energy = 0.300 eV
resistance prefactor = 10.0 ohm
anneal times = 10 s and 10000 s; read time = 1e-06 s
kT at 300 K = 0.025852 eV; at 400 K = 0.034469 eV
anneal 300 K, 10 s: front = 0.8483 eV, E_a = 0.35483 eV
anneal 300 K, 10000 s: front = 1.0269 eV, E_a = 0.37269 eV
anneal 400 K, 10 s: front = 1.1311 eV, E_a = 0.38311 eV
anneal 400 K, 10000 s: front = 1.3692 eV, E_a = 0.40692 eV
anneal 300 K, read 300 K: R1 = 9.1384 Mohm, R2 = 18.2334 Mohm
   R2/R1 = 1.9953, exponent = 0.10000
anneal 400 K, read 400 K: R1 = 0.6713 Mohm, R2 = 1.3394 Mohm
   R2/R1 = 1.9953, exponent = 0.10000
anneal 400 K, read 300 K: R1 = 27.2829 Mohm, R2 = 68.5316 Mohm
   R2/R1 = 2.5119, exponent = 0.13333
anneal 300 K, read 400 K: R1 = 0.2956 Mohm, R2 = 0.4962 Mohm
   R2/R1 = 1.6788, exponent = 0.07500
lower edge at 400 K: t = 6.023e-10 s, exponent factor = 0.6321
upper edge at 400 K: t = 4.775e+09 s, exponent factor = 0.3679
temperature ratio 400 K/300 K = 1.3333
density slope s = 0.80 1/eV, E_mid = 1.050 eV, t = 1000 s
sloped: exponent 400/300 = 0.15891, 300/300 = 0.09339, 400/400 = 0.11918
sloped: ratio to 300/300 = 1.7016, ratio to 400/400 = 1.3333
storage 1e+05 s at 300 K: equivalent time at 400 K = 3.1623 s
storage 300 K; anneal 400 K, 3.162 s: y = 1.000e+00, F = 0.5194, exponent = 0.06925
storage 300 K; anneal 400 K, 10 s: y = 2.154e-01, F = 0.8093, exponent = 0.10791
storage 300 K; anneal 400 K, 1e+04 s: y = 2.154e-05, F = 1.0000, exponent = 0.13333
read 1 s, 400 K; anneal 300 K, 1000 s: y = 1.000e+01, F = 0.0513, exponent = 0.00385
read 1 s, 400 K; anneal 300 K, 1e+04 s: y = 1.778e+00, F = 0.3217, exponent = 0.02413
read 1 us, 400 K; anneal 300 K, 10 s: y = 3.162e-04, F = 0.9997, exponent = 0.07498
same T, 10 s; anneal 300 K, 10 s: y = 1.000e+00, F = 0.5000, exponent = 0.05000
Monte Carlo, 2000000 defects, anneal 300 K, read 300 K: exponent = 0.09985 +- 0.00019
Monte Carlo, 2000000 defects, anneal 400 K, read 300 K: exponent = 0.13340 +- 0.00022
```
